Second-order perturbation theory on the strong-coupling QED-HF reference, with origin invariance

Q: You want a perturbation theory for a charged molecule in a cavity, but its dipole moment depends on where I put the origin. Which Hamiltonian do you even start from?

A: Fixed nuclei, one cavity mode of frequency ω, the dipole approximation and the length gauge, in atomic units and without the constant zero-point energy:

H = H_e + ω b†b + √(ω/2) D (b + b†) + D²/2.

H_e is the electronic Hamiltonian and D is the total dipole along the polarization, multiplied by the coupling strength λ. For N electrons at x_i and nuclei of charge Z_A at R_A,

D = Σ_i [ −λx_i + (λ/N) Σ_A Z_A R_A ].

I have divided the nuclear part equally among the electrons. For fixed N this changes nothing in H, but it will matter later. In a finite set of real orthonormal orbitals that diagonalize the bracket,

D = Σ_p δ_p E_pp,  E_pq = Σ_σ a†_pσ a_qσ.

If the origin moves to o, every x_i and R_A is reduced by o. Each δ_p then changes by

c = λo − λo(Σ_A Z_A)/N = −λoQ/N,

because Σ_A Z_A = N + Q. So your objection applies for Q ≠ 0, and the theory has to absorb c.

Q: A coherent state of the field absorbs a constant. Why do you need anything more elaborate?

A: A single coherent state follows the mean dipole. At strong coupling the field should also respond to where the electrons are. I therefore use

|Ψ⟩ = U|HF,0⟩,  U = exp(−XB),
X = Σ_p η_p E_pp,  B = (b† − b)/√(2ω),

where |HF⟩ is a closed-shell determinant, |0⟩ is the photon vacuum, and both the orbitals and the numbers η_p are variational. An electron in dipole orbital p displaces the field by an amount set by η_p. Equal η_p give back a single coherent state.

Q: Then show me the transformed Hamiltonian, term by term.

A: Take the field first. Since [B,b] = −1/√(2ω), and X commutes with b,

U†bU = b + X[B,b] = b − X/√(2ω).

The photon energy becomes

ω(b† − X/√(2ω))(b − X/√(2ω)) = ωb†b − √(ω/2) X(b + b†) + X²/2.

D commutes with X, so the coupling becomes

√(ω/2) D(b + b† − 2X/√(2ω)) = √(ω/2) D(b + b†) − DX.

Adding D²/2 completes a square:

ωb†b + √(ω/2)(D − X)(b + b†) + (D − X)²/2.

For the electrons, a†_p raises X by η_p, which means X a†_p = a†_p(X + η_p). Hence

U†a†_pU = a†_p exp(η_pB),  U†a_qU = a_q exp(−η_qB),
U†E_pqU = E_pq exp[(η_p − η_q)B].

Write H_e = Σ h_pq E_pq + ½Σ g_pqrs e_pqrs + E_nuc, with e_pqrs = E_pqE_rs − δ_qr E_ps, where δ_qr is the Kronecker symbol. The two-electron operator acquires exp[(η_p − η_q + η_r − η_s)B]. An electron that changes orbital must change its field displacement as well. I call the full transformed operator H̃ = U†HU.

Q: Those exponentials contain every power of b†. How do you get finite matrix elements?

A: I need H̃ acting on the vacuum, and an exponential acting on the vacuum is a coherent state:

⟨n|exp[α(b† − b)]|0⟩ = e^(−α²/2) αⁿ/√(n!).

Define the electronic operator H[n] = ⟨n|H̃|0⟩. For n = 0 and n ≥ 1 alike it has the integrals

h[n]_pq = h_pq e^(−α²/2) αⁿ/√(n!),  α = (η_p − η_q)/√(2ω),
g[n]_pqrs = g_pqrs e^(−α²/2) αⁿ/√(n!),  α = (η_p − η_q + η_r − η_s)/√(2ω),

plus the terms that contain Δ_p = δ_p − η_p. For n = 0 these come from

(D − X)²/2 = ½Σ_pr Δ_pΔ_r E_ppE_rr = ½Σ_pr Δ_pΔ_r e_pprr + ½Σ_p Δ_p² E_pp,

so h[0]_pp gains Δ_p²/2 and g[0]_pprr gains Δ_pΔ_r. For n = 1 the bilinear term adds √(ω/2)Δ_p to h[1]_pp. E_nuc contributes to n = 0.

With occupied orbitals i, j, virtual orbitals a, b, real coefficients C and the density γ_pq = 2Σ_i C_pi C_qi, set

F[n]_pq = h[n]_pq + Σ_rs γ_rs (g[n]_pqrs − ½g[n]_psrq),
M[n] = ½Σ_pq γ_pq (h[n]_pq + F[n]_pq).

F[0] is the Fock matrix and the reference energy is M[0] + E_nuc. For n ≥ 1, M[n] = ⟨HF|H[n]|HF⟩ is the amplitude for making n photons without exciting an electron.

Q: What conditions fix the η_p? I don't want them chosen by hand.

A: The energy must be stationary. At fixed orbitals ∂U/∂η_p = −U E_pp B, and B|0⟩ = |1⟩/√(2ω), so

∂E/∂η_p = −2⟨HF,0|H̃ E_pp B|HF,0⟩
= −√(2/ω) ⟨HF,0|H̃ E_pp|HF,1⟩
= −√(2/ω) ⟨HF|E_pp H[1]|HF⟩.

The last line is the complex conjugate of the previous matrix element, which is real. Next,

E_pp|HF⟩ = γ_pp|HF⟩ + Σ_ai C_pa C_pi Σ_σ a†_aσ a_iσ|HF⟩.

Each spin component overlaps with H[1]|HF⟩ by F[1]_ai. Therefore

∂E/∂η_p = −√(2/ω) [ γ_pp M[1] + 2Σ_ai C_pa C_pi F[1]_ai ] = 0.

The orbitals are optimized too, which gives F[0]_ai = 0 and removes any contribution of their response to this derivative. A finite-difference test away from the stationary point confirms the formula.

Q: You have one condition per orbital. Does that switch off one-photon excitations?

A: It switches off the purely photonic one. Summing over p gives Σ_p γ_pp = N, while Σ_p C_pa C_pi = 0 by orthogonality. What remains is N M[1] = 0, so M[1] = 0.

A symmetry argument shows what this means. For odd n, h[n] changes sign under p↔q, and g[n] changes sign under the joint exchange p↔q, r↔s, apart from the Δ term at n = 1. The density γ_pq and the combination γ_pqγ_rs − ½γ_psγ_rq are symmetric under these exchanges. The dressed parts of M[n] therefore cancel for odd n, leaving

M[1] = √(ω/2)⟨D − X⟩ = 0,  M[3] = M[5] = … = 0.

The F[1]_ai, by contrast, are required to vanish only in the combinations Σ_ai C_pa C_pi F[1]_ai that appear in the gradient. With a single occupied orbital these conditions read C_pi Σ_a C_pa F[1]_ai = 0 for every p, which forces all F[1]_ai to zero when no C_pi vanishes. A single virtual orbital does the same, when no C_pa vanishes. With at least two occupied and two virtual orbitals there are more amplitudes than independent conditions, and they generally do not vanish. One-photon excitations accompanied by an electronic single may survive. So may photon pairs, because M[2] has no such symmetry.

Q: Now the perturbation. What is the zeroth-order operator, and where does the second-order energy come from?

A: I choose H₀ = Σ_pq F[0]_pq E_pq + ωb†b and V = H̃ − H₀. The eigenstates |k,n⟩ of H₀ are determinants with n photons. Insert Ψ = Ψ₀ + μΨ₁ + … into (H₀ + μV)Ψ = EΨ. The first order in μ reads

(H₀ − E₀)Ψ₁ = −(V − E₁)Ψ₀.

Projection on |k,n⟩ ≠ Ψ₀ gives the coefficient −⟨k,n|V|HF,0⟩/(E_kn − E₀). The second order, projected on Ψ₀, gives E2 = ⟨Ψ₀|V|Ψ₁⟩. H₀ is diagonal in these states, so V may be replaced by H̃ in the numerators:

E2 = −Σ' |⟨k|H[n]|HF⟩|²/(ε_k + nω),

where ε_k is the electronic excitation energy of H₀ and the prime omits the reference. The zeroth and first orders add up to the reference energy, ⟨HF,0|H̃|HF,0⟩.

Q: Which states k contribute, and how do the spin factors arise?

A: Each H[n] has one- and two-electron terms, so at most two electrons are excited, whatever n is.

With no electron excited, the numerator is M[n]² and the denominator nω.

For singles, each spin contributes F[n]_ai², which gives a factor of two. The n = 0 term vanishes because F[0]_ai = 0.

For doubles, let G_aibj be g[n] in the molecular orbitals. Opposite spins give Σ G_aibj² over all a, i, b, j. The two same-spin cases give

2 · ¼ Σ (G_aibj − G_ajbi)² = Σ (G_aibj² − G_aibjG_ajbi).

The ¼ removes the double counting of both pairs. The two squares have equal sums, since exchanging the labels i and j leaves the denominator unchanged. Altogether

E2 = −Σ_{n≥1} M[n]²/(nω)
 − 2Σ_{n≥1} Σ_ai F[n]_ai²/(ε_a − ε_i + nω)
 − Σ_{n≥0} Σ_aibj G_aibj(2G_aibj − G_ajbi)/(ε_a + ε_b − ε_i − ε_j + nω).

The first line is photonic and the second is mixed. The third is electronic for n = 0 and mixed for n ≥ 1. The formula needs a closed shell with an open gap; as a denominator approaches zero, the expansion loses its meaning.

Q: Back to my first worry. You optimized the η_p at one origin. Why should E2 survive a change of origin?

A: Look at what enters H̃: the differences η_p − η_q in the exponentials, and δ_p − η_p in the field terms. Under δ_p → δ_p + c and η_p → η_p + c neither changes. The energy functional at the new origin is therefore the old one with its η arguments translated by c. Each stationary point moves to

η_p(new) = η_p(old) − λoQ/N,

and H̃ at that point is the same operator as before. Its Fock matrix, orbital energies, M[n], F[n] and G are the same, so each term of E2 is separately unchanged. If there are several stationary solutions, the statement compares corresponding ones.

The untransformed state does change: U gains the factor exp(−cNB), a displacement of the field proportional to the added dipole cN.

Q: But ordinary QED-HF also subtracts the mean dipole. By your argument it should be just as safe.

A: Its reference energy is. Its perturbation theory depends on how the subtraction is written. Suppose the mean z = ⟨D⟩ is subtracted as a plain number, with no η_p in the exponentials. Then (D − z)²/2 contributes to the Fock matrix

d²/2 − zd + zd − ½dγd = d²/2 − dPd,

where d is the matrix of δ_p, P = γ/2 projects on the occupied orbitals, the +zd is the Coulomb part and the last term is exchange. Now replace d by d + c and use P² = P:

change of F = cd + c²/2 − c(dP + Pd) − c²P.

Its blocks are

occupied–occupied: −cd − c²/2,
virtual–virtual: +cd + c²/2,
virtual–occupied: cd − cd = 0.

The determinant remains stationary, but the Fock matrix changes within the occupied and virtual blocks. The orbital energies move, and the term linear in c can also mix the canonical orbitals inside each block. In a fixed set of orbitals, the matrix elements that couple the reference to excited determinants do not change, since they involve virtual–occupied elements of d, which a constant cannot alter. So E2 moves because H₀ has changed, not because these couplings have.

Q: How can two ways of writing the same Hamiltonian give different energies?

A: For fixed N, the number z and the operator (z/N)Σ_p E_pp act identically, so H is the same. A Fock operator, however, is built from the one- and two-electron parts separately, and these differ. The partition into H₀ and V has changed. Ordinary QED-HF is repaired by using the number-operator form, which means equal η_p = z/N. Conversely, the strong-coupling theory needs its constants carried by the number operator. That is why I divided the nuclear dipole among the electrons at the start.

Q: I'd like to see this with numbers, for a system that really is charged.

A: Take a one-dimensional model cation with unit charges at −4, −2, 0, 2.5 and 4.5 bohr and four electrons, so Q = 1. All Coulomb interactions have the soft form 1/√(x² + 1), with the appropriate sign, and each centre carries one Gaussian of exponent 0.4 bohr⁻². The mode has ω = 0.5 hartree and λ = 0.2 a.u. Move the origin by 10 bohr:

c = −0.2 × 10 × 1/4 = −0.5 a.u.

The first η_p goes from −0.617 to −1.117 a.u., and the others move by the same amount. The second-order energy is −0.04805 hartree (−1.307 eV) at both origins, and the orbital energies agree as well.

With the scalar subtraction, E2 of ordinary QED-HF goes from −0.1077 to −0.1014 hartree, a change of 0.0063 hartree caused by the origin alone. The gap falls from 0.635 to 0.605 hartree. The uniform terms ±c²/2 would have opened it by c² = 0.25 hartree, so the terms linear in c must have closed it by about 0.28 hartree. In the number-operator form E2 is −0.1076 hartree at both origins.

Q: Agreement between two origins could hide an error common to both. What checks the formula itself?

A: The untransformed H was applied to U|HF,0⟩ in the space of all determinants times photon number states, with U built as a matrix exponential. Transforming back gives the amplitudes without dressed integrals. In these tests the reference energy and all four classes of E2 agree with the formulas at both origins, and the odd purely photonic amplitudes vanish.

Q: How strongly are the electrons dressed here, and what do the classes contribute?

A: Between the two outermost dipole orbitals the η difference is 0.611 + 0.617 = 1.228 a.u., about 70% of the δ difference of 1.755 a.u. With 2ω = 1, the vacuum factor for a one-electron transfer between them is

exp(−1.228²/2) ≈ 0.47.

For the first two orbitals the difference is 0.285 a.u. and the factor is 0.96.

Of E2, electronic doubles give −0.0448 hartree, photonic excitations −0.0031, mixed singles −0.00007 and mixed doubles −0.00012. The photonic part is almost entirely one photon pair. Its amplitude is M[2] = −0.0556 hartree, hence

−M[2]²/(2ω) = −0.0556²/1 ≈ −0.0031 hartree.

The one-photon contribution, −0.00014 hartree, is entirely mixed, as M[1] = 0 requires.

Q: Why would a photon pair matter more than a single photon?

A: The variational conditions remove M[1] and constrain F[1], but leave M[2] free. To leading order in α, M[2] comes from the term ½(η difference)²B² in the expanded exponentials. The photon momentum is p = i√(ω/2)(b† − b), so B² = −p²/ω². The electrons thus alter the coefficient of p² in the oscillator energy, and the original vacuum is no longer its ground state. The purely photonic correction therefore starts with a pair. Whether the pair outweighs the mixed one-photon terms depends on the coupling. At weak coupling the η_p scale as λ, so the pair contributes at order λ⁴ and the mixed one-photon terms at order λ². In this model the pair dominates at λ = 0.2, the two are about equal near λ = 0.05, and at weaker coupling the single photon dominates.

Q: Does the second-order energy bring you close to the right answer?

A: Closer, but not all the way. Full diagonalization of the model, in the same five orbitals, gives the following energies in hartree. It leaves out the error of that small orbital set. In particular, D²/2 is the square of the five-orbital dipole matrix; the exact integrals of x² would raise the reference energy by about 0.002 hartree at λ = 0.2 and 0.004 hartree at λ = 0.3.

λ = 0: reference −3.0325, with E2 −3.0767, full −3.1043.
λ = 0.2: reference −2.9753, with E2 −3.0233, full −3.0545.
λ = 0.3: reference −2.9046, with E2 −2.9652, full −2.9991.

At λ = 0.2, E2 supplies 0.0480 of the missing 0.0792 hartree, or 61%. Ordinary QED-HF in the number-operator form recovers nearly the same fraction, 60%, but starts from a reference error of 0.1785 hartree. It is left with an error of 0.071 hartree, against 0.031 here. At λ = 0.3 the remaining errors are 0.130 and 0.034 hartree.

The strong-coupling error is already 0.028 hartree without a cavity. I therefore suspect that most of what remains at λ = 0.2 is electronic correlation beyond second order, though the calculation does not separate it.

Q: Are there limits in which I can recognize the theory?

A: Two. At λ = 0 all δ_p vanish and η_p = 0 is stationary. The exponentials become one, the terms with n ≥ 1 vanish, and E2 is ordinary closed-shell second-order Møller–Plesset theory.

The other is ω → ∞ at fixed λ in a finite orbital space. For bounded η_p each α falls as ω^(−1/2), so the dressing costs an energy of order 1/ω. Minimizing ⟨(D − X)²⟩/2 against this cost drives Δ_p to order 1/ω, provided the matrix ⟨E_ppE_rr⟩ is nonsingular. In F[1], both √(ω/2)Δ_p and the terms linear in α are then of order ω^(−1/2). Squared and divided by a denominator of order ω, they contribute at order ω⁻². The one-photon doubles are also linear in α and contribute at the same order. M[2] is of order α², or 1/ω, and contributes at order ω⁻³. The electronic term tends to its cavity-free value. A very fast field follows the electrons and, in this model, leaves their energy unchanged. This needs D²/2 to be the square of the same finite dipole matrix that couples to the field; with exact x² integrals in a finite basis, a one-electron term of order λ² would survive.

Q: And what should I not conclude from the invariance?

A: That E2 is accurate, or that it is a bound. Invariance says that the same physical system receives the same energy. It holds at fixed N, for corresponding stationary solutions, with the constants carried by the number operator. A nearly closed gap would spoil E2 equally at every origin. The full set of values, including the case λ = 0.1, is in the numerical output.

Values computed for the example and the checks

```
centres (bohr): -4.0 -2.0 0.0 2.5 4.5
electrons 4, total charge 1, Gaussian exponent 0.4 bohr^-2
photon energy 0.5 hartree, lambda 0.2 a.u.
origin A at 0.0 bohr
  delta_p (a.u.): -0.87642 -0.44014 0.03504 0.45249 0.87902
  eta_p (a.u.): -0.61689 -0.33220 0.03045 0.32589 0.61083
  orbital energies (hartree): -1.00609 -0.84945 -0.36887 -0.02890 0.25325
  reference energy (hartree): -2.97529064
  second-order energy (hartree): -0.04804711
  scalar-shift QED-HF: gap 0.63539 hartree, E2 -0.107750 hartree
  number-operator QED-HF: E2 -0.107622 hartree
origin B at 10.0 bohr
  delta_p (a.u.): -1.37642 -0.94014 -0.46496 -0.04751 0.37902
  eta_p (a.u.): -1.11689 -0.83220 -0.46955 -0.17411 0.11083
  orbital energies (hartree): -1.00609 -0.84945 -0.36887 -0.02890 0.25325
  reference energy (hartree): -2.97529064
  second-order energy (hartree): -0.04804711
  scalar-shift QED-HF: gap 0.60471 hartree, E2 -0.101436 hartree
  number-operator QED-HF: E2 -0.107622 hartree
predicted shift of delta and eta (a.u.): -0.50000
|E2(B)-E2(A)| (hartree): 6.2e-17
scalar-shift E2(B)-E2(A) (hartree): 0.006313
E2 part, electronic doubles (hartree): -4.477e-02
E2 part, photonic (hartree): -3.085e-03
E2 part, mixed singles (hartree): -7.255e-05
E2 part, mixed doubles (hartree): -1.237e-04
E2 from photon number 0 (hartree): -4.477e-02
E2 from photon number 1 (hartree): -1.372e-04
E2 from photon number 2 (hartree): -3.142e-03
E2 from photon number 3 (hartree): -2.373e-06
E2 from photon number 4 (hartree): -4.792e-07
photonic amplitude <HF,2|H|HF,0> (hartree): -5.555e-02
E2 in eV: -1.3074
energies in hartree; QED-HF E2 with number-operator shift
lambda  QED-HF  +E2  SC-QED-HF  +E2  full diagonalization
0.0 -3.032453 -3.076680 -3.032453 -3.076680 -3.104297
0.1 -2.987437 -3.053629 -3.018142 -3.062716 -3.091314
0.2 -2.876039 -2.983661 -2.975291 -3.023338 -3.054512
0.3 -2.723550 -2.869177 -2.904598 -2.965220 -2.999062
```
